\section*{The two-thirds rule for island stability in closed two-dimensional systems}

\section{Result}

A closed two-dimensional system of area $A$ at temperature $T$ holds $N$ adatoms. At coexistence its dilute phase, the adatom gas, has density $\rho_g$, and its dense phase, the island, has density $\rho_s$. Define the excess and the density jump by
\begin{equation}
X=N-\rho_gA,\qquad \sigma=\rho_s-\rho_g>0 .
\end{equation}
Let $\lambda$ be the fraction of $X$ held by an island. Let $w\sqrt v$ be the least edge free energy of an island of area $v$, and let $\chi$ be the variance of the atom number per unit area in the saturated gas. The control parameter is
\begin{equation}
\Delta=\frac{kT\,X^{3/2}\sqrt{\sigma}}{2\chi A w}. \label{delta}
\end{equation}
When $A\to\infty$ at fixed $\Delta$, the state of lowest free energy is uniform gas for $\Delta<\Delta_c$ and gas with one island for $\Delta>\Delta_c$. At the change
\begin{equation}
\Delta_c=\frac34\sqrt{\frac32}\approx0.919,\qquad \lambda_c=\frac23,
\end{equation}
and the excess needed is
\begin{equation}
X_c=\left(\frac{2\Delta_c\,\chi A w}{kT\sqrt{\sigma}}\right)^{2/3}. \label{xc}
\end{equation}

The fraction refers to the excess over saturated gas, not to all adatoms. ``Stable'' means lowest in free energy; a metastable island is possible at smaller excess. The derivation assumes short-ranged forces, a temperature below the critical point, a border that does not attract the island, and a surface without steps, sinks, deposition or desorption. If an island can save edge cost by resting against the border, $w$ and $X_c$ are smaller than for a free island.

\section{Free energy of gas and island}

\subsection{Conservation of atoms}

An island of area $v$ leaves gas of density $\rho$ on the area $A-v$. Subtracting $\rho_gA$ from $N=(A-v)\rho+v\rho_s$ gives
\begin{equation}
X=(A-v)(\rho-\rho_g)+v\sigma .
\end{equation}
The second term is the island's share, so
\begin{equation}
v\sigma=\lambda X,\qquad (A-v)(\rho-\rho_g)=(1-\lambda)X. \label{share}
\end{equation}

\subsection{Cost of supersaturated gas}

Let $f(\rho)$ be the bulk free energy per area. Coexistence requires a common tangent of slope $\mu_0$:
\begin{equation}
f'(\rho_g)=f'(\rho_s)=\mu_0,\qquad f(\rho_s)-f(\rho_g)=\mu_0\sigma .
\end{equation}
Measure free energy from this tangent by
\begin{equation}
g(\rho)=f(\rho)-f(\rho_g)-\mu_0(\rho-\rho_g).
\end{equation}
At fixed $N$ and $A$ the subtracted terms add up to a constant, because they are linear in density. Since $g(\rho_s)=0$, the island's interior costs nothing, and the gas costs $(A-v)g(\rho)$. Both $g$ and $g'$ vanish at $\rho_g$, so the first term of the expansion is quadratic. Its coefficient follows from number fluctuations in the grand-canonical ensemble:
\begin{equation}
\chi=\frac{\langle(\delta N)^2\rangle}{A}=kT\frac{\partial\rho}{\partial\mu}
=\frac{kT}{f''(\rho_g)} .
\end{equation}
With $v\ll A$ and Eq.~(\ref{share}),
\begin{equation}
F_{\rm gas}=\frac A2\,\frac{kT}{\chi}\left[\frac{(1-\lambda)X}{A}\right]^2
=\frac{kT(1-\lambda)^2X^2}{2\chi A}. \label{gas}
\end{equation}
The island is slightly compressed by the raised chemical potential. This takes up a number of atoms smaller than the gas excess by a factor of order $v/A$, which vanishes in the limit.

\subsection{Cost of the edge}

Let $\gamma(\theta)$ be the edge free energy per length for outward normal angle $\theta$. Assume $\gamma+\gamma''>0$, so that a smooth convex shape $W$ exists whose tangent line with normal $\theta$ lies at distance $\gamma(\theta)$ from the origin. This is the Wulff shape; call its area $A_W$.

Take any island $K$ of area $v$ and form the set $K+tW$ of all sums of their points. For small $t$ each edge element moves outward by $t\gamma(\theta)$, so the area grows by $t\oint\gamma\,ds$ to first order. The Brunn--Minkowski inequality states that the square root of the new area is at least $\sqrt v+t\sqrt{A_W}$. Squaring and comparing terms linear in $t$ gives
\begin{equation}
\oint_K\gamma\,ds\ \ge\ 2\sqrt{A_W\,v}.
\end{equation}
The bound is reached by $W$ itself. Triangles from the origin to its edge elements have height $\gamma$ and total area $\frac12\oint\gamma\,ds=A_W$, so its edge costs $2A_W$. Rescaling to area $v$ multiplies this by $\sqrt{v/A_W}$. Therefore
\begin{equation}
F_{\rm edge}=w\sqrt v,\qquad w=2\sqrt{A_W},\qquad
A_W=\frac12\int_0^{2\pi}(\gamma^2-\gamma'^2)\,d\theta .
\end{equation}
For isotropic tension $A_W=\pi\gamma^2$ and $w=2\sqrt\pi\,\gamma$. Anisotropy changes $w$, and through it $X_c$, but leaves the square root and hence $\lambda_c$ unchanged.

\subsection{Reduced form}

Insert $v=\lambda X/\sigma$ and add the two costs:
\begin{equation}
F=E_0\,\Phi(\lambda),\quad E_0=w\sqrt{X/\sigma},\quad
\Phi(\lambda)=\sqrt\lambda+\Delta(1-\lambda)^2 . \label{phi}
\end{equation}
Dividing $kTX^2/(2\chi A)$ by $E_0$ reproduces Eq.~(\ref{delta}). Thus $\Delta$ compares the cost of keeping all the excess in the gas with the edge cost of putting it all in an island. Fixed $\Delta$ means $X\propto A^{2/3}$. Both costs then grow as $A^{1/3}$, while the supersaturation $X/A$ and the area fraction $v/A$ fall as $A^{-1/3}$. This justifies the quadratic expansion.

Splitting an island does not help. For shares $a,b>0$,
\begin{equation}
(\sqrt a+\sqrt b)^2=a+b+2\sqrt{ab}>a+b ,
\end{equation}
so two islands have a higher edge cost than one with the same total share, at equal gas cost. Merging pairs in turn extends this to any number of islands. Microscopic clusters belong to the gas and are counted in $\chi$.

\section{Onset, jump and barrier}

\subsection{Metastable island}

Stationary points satisfy
\begin{equation}
\Phi'=\frac1{2\sqrt\lambda}-2\Delta(1-\lambda)=0
\quad\Longleftrightarrow\quad
\sqrt\lambda\,(1-\lambda)=\frac1{4\Delta}. \label{stat}
\end{equation}
This is the Gibbs--Thomson balance: adding an atom costs the same in the gas as at the island's edge. With $s=\sqrt\lambda$ the left side is $s-s^3$, whose maximum $2/(3\sqrt3)$ lies at $s^2=1/3$. A solution first appears at
\begin{equation}
\Delta_m=\frac{3\sqrt3}{8}\approx0.650,\qquad \lambda_m=\frac13 .
\end{equation}
Above $\Delta_m$ there are two. To classify them, use Eq.~(\ref{stat}) to eliminate $\Delta$ from $\Phi''$:
\begin{equation}
\Phi''=-\frac1{4\lambda^{3/2}}+2\Delta
=\frac{3\lambda-1}{4\lambda^{3/2}(1-\lambda)} . \label{curv}
\end{equation}
The solution with $\lambda>1/3$ is a minimum, the island. The other is a maximum, the critical nucleus.

\subsection{Equal free energies}

The island ties with uniform gas when $\Phi(\lambda)=\Phi(0)=\Delta$. Then
\begin{equation}
\sqrt\lambda=\Delta\left[1-(1-\lambda)^2\right]=\Delta\lambda(2-\lambda)
\quad\Longrightarrow\quad \frac1{\sqrt\lambda}=\Delta(2-\lambda).
\end{equation}
Equation (\ref{stat}) also gives $1/\sqrt\lambda=4\Delta(1-\lambda)$. Equating the right sides,
\begin{equation}
2-\lambda=4-4\lambda\quad\Longrightarrow\quad\lambda_c=\frac23,
\end{equation}
and
\begin{equation}
\Delta_c=\frac{1}{\sqrt{2/3}\,(4/3)}=\frac34\sqrt{\frac32}.
\end{equation}
The tie is crossed once. Along the island minimum $\Phi'=0$, so
\begin{equation}
\frac{d}{d\Delta}\left[\Phi(\lambda)-\Phi(0)\right]=(1-\lambda)^2-1<0 . \label{slope}
\end{equation}
At the jump the gas excess drops to one third of its former value. Far above it, Eq.~(\ref{stat}) gives $1-\lambda\approx1/(4\Delta)$, and the island takes nearly all the excess.

The value $2/3$ comes from the square-root edge cost. If the edge term were $\lambda^p$ with $0<p<1$, the two conditions would become $p\lambda^{p-1}=2\Delta(1-\lambda)$ and $\lambda^{p-1}=\Delta(2-\lambda)$. Their ratio gives $\lambda_c=2(1-p)/(2-p)$, which is $2/3$ for $p=1/2$ and $1/2$ for a three-dimensional droplet, where $p=2/3$. Long-range elastic or dipolar forces can add a term proportional to $\sqrt v\ln v$ to the edge cost. This shifts the fraction at finite size; if the term is negative, large islands can split and the one-island picture fails.

\subsection{Barrier at the jump}

At $\Delta_c$ the stationarity condition is $s^3-s+\frac13\sqrt{2/3}=0$. Removing the known root $\sqrt{2/3}$ leaves $s^2+\sqrt{2/3}\,s-\frac13=0$, whose positive root gives the critical nucleus:
\begin{equation}
\sqrt{\lambda_n}=\frac{\sqrt2-\sqrt{2/3}}2,\qquad
\lambda_n=\frac23-\frac1{\sqrt3}\approx0.0893 .
\end{equation}
The barrier is
\begin{equation}
B=E_0\left[\sqrt{\lambda_n}-\Delta_c\lambda_n(2-\lambda_n)\right]\approx0.142\,E_0 . \label{bar}
\end{equation}
It is the same for forming and dissolving the island, since the two states tie. It grows as $A^{1/3}$, so the equilibrium jump need not be seen in a finite time.

\section{Finite systems}

\subsection{Leading corrections}

For a dilute ideal gas and an edge cost of exactly $w\sqrt v$, two effects matter first. Further edge terms, constant or logarithmic in $v$, would enter at the same orders in $A$ and are left out here. An island can sit anywhere and its size fluctuates, which lowers its free energy by $\eta E_0$. With $M$ positions and a Gaussian spread $s_n$ of its atom number,
\begin{equation}
\eta=\frac{kT}{E_0}\ln\!\left(M\sqrt{2\pi}\,s_n\right)\sim\frac{\ln A}{A^{1/3}} .
\end{equation}
The tie becomes $\Phi(\lambda)-\Phi(0)=\eta$. By Eq.~(\ref{slope}) the slope at $\lambda_c$ is $-8/9$, so $\delta\Delta=-\frac98\eta$. Differentiating $\Phi'=0$, with $\partial\Phi'/\partial\Delta=-\frac23$ and $\Phi''=\frac32\Delta_c$ from Eq.~(\ref{curv}), gives $d\lambda/d\Delta=4/(9\Delta_c)$. Hence $\delta\lambda=-\eta/(2\Delta_c)=-(2/3)^{3/2}\eta$.

The second effect is the gas law. For a dilute ideal gas with relative supersaturation $x$, the cost per saturated atom is $kT[(1+x)\ln(1+x)-x]\approx kT(x^2/2-x^3/6)$. Let $x_0=X/(\rho_gA)$. The cubic term adds $-\frac13\Delta x_0(1-\lambda)^3$ to $\Phi$. Relative to $\lambda=0$ this raises the island by $\frac{26}{81}\Delta_cx_0$, so $\delta\Delta=\frac98\cdot\frac{26}{81}\Delta_cx_0=\frac{13}{36}\Delta_cx_0$. The term also adds $\frac19\Delta_cx_0$ to $\Phi'$. Balancing changes in $\Phi'$,
\begin{equation}
\frac32\Delta_c\,\delta\lambda=\frac23\cdot\frac{13}{36}\Delta_cx_0-\frac19\Delta_cx_0
=\frac7{54}\Delta_cx_0 .
\end{equation}
To first order in both effects,
\begin{equation}
\lambda\approx\frac23+\frac7{81}x_0-\left(\frac23\right)^{3/2}\eta . \label{corr}
\end{equation}

\subsection{A gas of clusters of every size}

A model that assumes neither a single island nor a quadratic gas cost shows the approach to the limit. Independent clusters of $n$ atoms have weight $q_n=e^{-b\sqrt n}$ per unit cell at coexistence. The fixed-$N$ partition function $Z_N$ has generating function $\sum_NZ_Nx^N=\exp(A\sum_nq_nx^n)$. Applying $x\,d/dx$ and comparing powers of $x$ gives
\begin{equation}
NZ_N=A\sum_{n=1}^{N}nq_nZ_{N-n},\qquad
\langle m_n\rangle=\frac{Aq_nZ_{N-n}}{Z_N},
\end{equation}
where $\langle m_n\rangle$ is the mean number of clusters of size $n$.

Take $b=4$ and $A=4\times10^5$ cells. The sum $\sum n^2q_n=0.0552$ is $\chi$, and $w/kT=b$ with $\sigma=1$, because clusters exclude no area. Equation (\ref{xc}) gives $X_c=2976$. Call clusters above a quarter of the excess large. The recursion gives a mean number of large clusters of $8\times10^{-14}$ at $0.8X_c$ and $1.000$ at $1.3X_c$. The expected number of pairs of large clusters at $1.3X_c$, obtained from the same $Z_N$, is below $10^{-29}$: one island forms, not several. The mean number passes $1/2$ at $X=3006$, where the likeliest island holds $0.644$ of the excess.

For larger areas the gas partition function was evaluated by the saddle-point method, with one large island added. At equal weight of the two states the fraction is $0.643$ for $4\times10^5$ cells, $0.661$ for $10^8$, $0.6657$ for $10^{11}$ and $0.6666$ for $10^{15}$.

\section{Worked example}

Consider a closed square of side $L=10\,\mu$m at $700$ K, with rough values in the range of Ag(111): atom spacing $a=0.289$ nm, line tension $\gamma=0.70$ eV/nm, and adatom formation energy $E_a=0.60$ eV from the island edge. The gas is a non-interacting lattice gas and the island a full layer. Then
\begin{align}
kT&=0.0603\ \text{eV},\qquad \Omega=\tfrac{\sqrt3}{2}a^2=0.0723\ \text{nm}^2,\\
M&=L^2/\Omega=1.38\times10^9,\qquad
\theta_0=\frac1{1+e^{E_a/kT}}=4.79\times10^{-5}.
\end{align}
The saturated gas holds $M\theta_0=66\,200$ atoms. Site occupation is a yes-or-no variable, so $\chi A=M\theta_0(1-\theta_0)$, and $\sigma=(1-\theta_0)/\Omega$. The factor $1-\theta_0$ is negligible here. The edge cost of $n$ atoms is $h\sqrt n\,kT$, with
\begin{equation}
h=\frac{2\gamma\sqrt{\pi\Omega}}{kT}=11.06 .
\end{equation}
Equation (\ref{xc}) becomes
\begin{equation}
X_c=(2\Delta_cM\theta_0h)^{2/3}
=(2\times0.9186\times66\,200\times11.06)^{2/3}\approx12\,200 .
\end{equation}
The island has $\frac23X_c\approx8100$ atoms and radius $13.7$ nm. It holds two thirds of the excess but about a tenth of all $78\,400$ adatoms. The supersaturation falls from $18.4\,\%$ to $6.1\,\%$. At fixed area a metastable island is possible from $X_c(\Delta_m/\Delta_c)^{2/3}=2^{-1/3}X_c\approx9700$ atoms in the limiting form, and from about $10\,000$ with the full lattice-gas law given below.

The energy scale is $E_0=h\sqrt{X_c}\,kT=73.7$ eV, so Eq.~(\ref{bar}) gives $B=10.5$ eV, or $174\,kT$. This is the limiting form; with the full lattice-gas law the tie lies at about $12\,700$ atoms, and the barrier there is $181\,kT$ in both directions. Even $10^{13}$ attempts per second on every site would then yield fewer than $10^{-50}$ islands per second. At the jump the uniform gas therefore persists, and so does an island already present. An implementation that follows kinetics must not switch states at $X_c$.

\subsection{Corrections within the model}

The full lattice-gas cost per site, measured from the common tangent, is
\begin{equation}
\frac{g_1(\theta)}{kT}=\theta\ln\frac\theta{\theta_0}+(1-\theta)\ln\frac{1-\theta}{1-\theta_0}.
\end{equation}
Scanning island sizes from $0.3$ to $0.98$ of the excess with this cost and solving for the tie by root finding gives $X=12\,700$ and $\lambda=0.682$. Equation (\ref{corr}) with $x_0=0.184$ and $\eta=0$ gives $0.683$. Summing the island's weight over its sizes and $M$ positions moves the tie to $X=12\,500$ and $\lambda=0.669$. The two corrections nearly cancel in $\lambda$ for these parameters; this is not general.

\subsection{Comparison with a real surface}

The energies are rough, and $X_c$ is sensitive to them: lowering $E_a$ by $0.1$ eV at fixed $\gamma$ and $T$ raises $\theta_0$ by a factor $5.2$ and $X_c$ by a factor $3$. The line tension used is a low-temperature value, and thermal kinks reduce it. In a lattice gas with nearest-neighbour bonds of $E_a/3=0.20$ eV it is about $0.62$ eV/nm at $700$ K, which lowers $X_c$ by about $8\,\%$. Real surfaces also contain surface vacancies. The conserved excess is then adatoms minus vacancies, and the variances of independent species add. For a rough vacancy formation energy of $0.70$ eV the vacancy density is $0.19$ of the adatom density, which raises the limiting $X_c$ by $1.19^{2/3}-1=12\,\%$ (about $11\,\%$ with the full gas law) and leaves the limiting $\lambda_c$ unchanged. A sixfold tension $\gamma[1+0.02\cos6\theta]$ lowers $X_c$ by $0.2\,\%$.

The closed border is the assumption that fails on an ordinary terrace. To size it, take the diffusion coefficient $D=\frac14\nu a^2e^{-E_d/kT}=4.0\times10^{10}$ nm$^2$/s, with $\nu=10^{13}$ s$^{-1}$ and $E_d=0.10$ eV. This barrier is only $1.7\,kT$, so separate activated hops are a rough picture and the times below are estimates. Replace the square by a disc of equal area, radius $R_o$, with an absorbing island of radius $R$ at its centre. The slowly decaying density obeys $\nabla^2c\approx-K$ with no flux at $R_o$:
\begin{equation}
c=K\left[\frac{R_o^2}2\ln\frac rR-\frac{r^2-R^2}4\right].
\end{equation}
The vapour density at a real island's edge falls as the island grows, which lengthens the final approach to balance by about a third at the jump, where the rate carries the factor $\Phi''/(2\Delta_c)=3/4$; this is neglected here. The mean of $c$ for $R\ll R_o$, divided by the loss rate $DK$, then estimates the exchange time
\begin{equation}
\tau\approx\frac{R_o^2}{2D}\left(\ln\frac{R_o}R-\frac34\right)\approx2.1\ \text{ms}.
\end{equation}

Let atoms leave across the border with an extra barrier $E_b$, so that the outward flux is $cDe^{-E_b/kT}/a$. In the square the slowest mode $\cos kx\cos ky$ decays at rate $2Dk^2$, with $k\tan(kL/2)=e^{-E_b/kT}/a$. Setting $2Dk^2=1/\tau$ gives $E_b=0.70$ eV. Closure needs a leak much slower than exchange, hence a still higher barrier: each factor of ten costs $kT\ln10=0.14$ eV. Extra barriers at descending steps of Ag(111) are roughly $0.1$ eV, so a bare terrace of this size is not closed. Its excess drains away, and the two-thirds rule then has no fixed $X$ to act on. A step-free area of $10\,\mu$m is also much wider than a typical terrace. The example therefore requires an imposed border that neither passes nor binds adatoms.

Desorption is slower. With a desorption energy of $2.2$ eV, the saturated gas loses atoms at a rate $M\theta_0\nu e^{-2.2\,\text{eV}/kT}$, which would remove $X_c$ in about $130$ s. This time is only a rough estimate: $0.07$ eV in the desorption energy changes it by a factor of three, and the vapour pressure of solid silver at $700$ K, about $3\times10^{-10}$ Pa, implies about $40$ s for unit sticking. The system can be treated as closed to the vacuum for times well below tens of seconds.

All numerical values are calculated from the stated model.
